# Image energies and 1/L extrapolation for charged defects in a polarizable sheet

## Problem

A point defect of charge $e$ sits in a free-standing atomically thin insulator. A calculation with periodic boundary conditions repeats it on a square lattice of side $L$ and adds a uniform neutralizing background. The energy per cell then differs from that of one isolated defect by an image energy $E(L)$. One way to remove it is to plot the energy against $1/L$, draw a straight line and read off the value at $1/L=0$.

Model the insulator as a sheet of zero thickness with linear in-plane polarizability, described by a screening length $r_0=40$ Å ($10$ Å $=1$ nm). The background lies in the sheet, and the Coulomb interaction is truncated normal to the sheet, so there are no vertical copies.

(a) Find $E(L)$ for cells from 15 to 400 Å.

(b) What isolated limit does a straight line in $1/L$ give when fitted to cells of 15, 20, 25 and 30 Å?

(c) How large must the cells be before such a line can be trusted?

Since $E$ is measured from the isolated defect, the correct limit is $E=0$. Write $k_e=e^2/(4\pi\varepsilon_0)=14.40$ eV Å.

## The interaction and the definition of E

Let $\phi_k$ be the in-plane potential at wavevector $k$. The sheet acquires a polarization $-2\varepsilon_0r_0\nabla\phi$ per unit area, which defines $r_0$. The induced charge density is minus its divergence, $2\varepsilon_0r_0\nabla^2\phi$, or $-2\varepsilon_0r_0k^2\phi_k$. A planar charge density $\sigma_k$ in vacuum produces the in-plane potential $\sigma_k/(2\varepsilon_0k)$, so

$$\phi_k=\frac{\sigma_k-2\varepsilon_0r_0k^2\phi_k}{2\varepsilon_0k}
\quad\Rightarrow\quad \phi_k=\frac{\sigma_k}{2\varepsilon_0k(1+r_0k)} .$$

For a point charge $\sigma_k=e$. Multiplying by the second charge $e$ gives the Keldysh interaction

$$W(k)=\frac{2\pi k_e}{k(1+r_0k)} .$$

In linear response the energy is half the charge times the potential. In the periodic system the background cancels the $\mathbf G=0$ component of the charge and leaves the others unchanged. Hence

$$E(L)=\frac12\left[\frac1{L^2}\sum_{\mathbf G\ne0}W(G)-\int\!\frac{d^2k}{(2\pi)^2}\,W(k)\right].\tag{1}$$

At large $k$, $W\propto1/k^2$, so each part diverges logarithmically. The difference is finite. It is defined by giving the charge a small Gaussian width, which multiplies $W$ by $e^{-s^2k^2}$, and letting $s\to0$ at the end.

## First estimate by scaling

Equation (1) contains two lengths, so $E=(k_e/r_0)F(L/r_0)$.

If $L\gg r_0$, the relevant wavevectors $k\sim1/L$ satisfy $r_0k\ll1$. The sheet hardly screens, and $E\sim-k_e/L$. A line in $1/L$ is then appropriate.

If $L\ll r_0$, then $W\approx2\pi k_e/(r_0k^2)$, which is a logarithmic potential in real space. The energy must have the form

$$E\approx\frac{k_e}{2r_0}\left[\ln\frac L{r_0}-C\right],$$

with $C$ a number of order one. The prefactor follows from the integral in (1): $\tfrac12\int d^2k\,W/(2\pi)^2$ contains $(k_e/2r_0)\int dk/k$, and the lattice removes wavevectors below about $1/L$.

The cells of part (b) are close to the second regime: their smallest nonzero wavevector is $2\pi/L$, for which $r_0k$ lies between 8 and 17. The energy scale is $k_e/2r_0=0.180$ eV. Between 15 and 30 Å the logarithm changes $E$ by $0.180\ln2=0.125$ eV, while $1/L$ changes by $1/30$ Å$^{-1}$. The estimated slope is therefore $-0.125\times30\approx-3.7$ eV Å. A line through these two cells meets $1/L=0$ at

$$0.180\left(\ln\tfrac{15}{40}-C\right)+\frac{3.74}{15}\approx0.07-0.18\,C\ \text{eV}.$$

The expected error is thus a few tenths of an electronvolt at most, but its sign depends on $C$, which scaling does not supply.

## Exact solution

**An integral for $E$.** Define $w(x)=e^{x^2}\operatorname{erfc}x$. Substituting $y=x+s$ in $\operatorname{erfc}x=(2/\sqrt\pi)\int_x^\infty e^{-y^2}dy$ gives

$$w(x)=\frac2{\sqrt\pi}\int_0^\infty e^{-s^2-2xs}\,ds,\qquad w'=2xw-\frac2{\sqrt\pi}.\tag{2}$$

Consider $M(q)=\int_0^\infty2x\,e^{-q^2x^2}w(x)\,dx$. Integrating by parts, with $w(0)=1$, and then inserting $w'$,

$$M=\frac1{q^2}\left[1+\int_0^\infty e^{-q^2x^2}w'\,dx\right]=\frac1{q^2}\left[1+M-\frac1q\right].$$

Hence $(q^2-1)M=(q-1)/q$, and $M=1/[q(1+q)]$, with $q=1$ covered by continuity. Setting $q=r_0k$ and $t=r_0^2x^2$ turns this into

$$\frac1{k(1+r_0k)}=\frac1{r_0}\int_0^\infty dt\,e^{-k^2t}\,w\!\left(\frac{\sqrt t}{r_0}\right).$$

Insert this in (1). The sum and the integral now act on Gaussians. With $\mathbf G=2\pi\mathbf n/L$ and $u=4\pi t/L^2$ we have $G^2t=\pi n^2u$, so

$$\frac1{L^2}\sum_{\mathbf G\neq0}e^{-G^2t}-\frac1{4\pi t}=\frac{\varphi(u)}{L^2},\qquad \varphi(u)=\theta(u)^2-1-\frac1u,$$

where $\theta(u)=\sum_{n=-\infty}^{\infty}e^{-\pi n^2u}$. This stays finite as $t\to0$, so the Gaussian width can be removed. The prefactor is $\tfrac12\cdot2\pi k_e/r_0$, and $dt=L^2du/4\pi$. The result is

$$E(L)=\frac{k_e}{4r_0}\int_0^\infty du\;w\!\left(\frac L{2r_0}\sqrt{\frac u\pi}\right)\varphi(u).\tag{3}$$

**Sign of $E$.** Poisson summation gives $\theta(1/u)=\sqrt u\,\theta(u)$, and therefore $\varphi(1/u)=u\,\varphi(u)$. It is enough to know the sign for $u\ge1$. There $\theta-1\le2e^{-\pi u}/(1-e^{-\pi u})<2.1\,e^{-\pi u}$ and $\theta+1<2.1$, so $u(\theta^2-1)<4.41\,ue^{-\pi u}<0.2<1$. Thus $\varphi<0$ for all $u$. By (2), $w$ is positive and decreasing. It follows that $E$ is negative for every $L$ and rises towards zero as $L$ grows.

**Where straight lines end.** The tangent to $E$ as a function of $y=1/L$ meets $y=0$ at $I=E-y\,dE/dy$. Since $dE/dy=-L^2\,dE/dL$,

$$I(L)=E+L\frac{dE}{dL}=\frac{d(LE)}{dL}.$$

In (3) the argument $x$ of $w$ is proportional to $L$, so $d(Lw)/dL=(xw)'$. Equation (2) gives $xw=w'/2+1/\sqrt\pi$, hence $(xw)'=w''/2$ and

$$I(L)=\frac{k_e}{8r_0}\int_0^\infty du\,w''(x)\,\varphi(u),\qquad x=\frac L{2r_0}\sqrt{\frac u\pi}.$$

Differentiating the integral in (2) shows $w''>0$ and $w'''<0$. So $I$ is negative for every $L$, and it rises with $L$: the tangent error is worst in the smallest cells.

A line through two cells has the intercept

$$b_{12}=\frac{L_2E_2-L_1E_1}{L_2-L_1},$$

which is the mean of $I$ over $L_1<L<L_2$ and is therefore negative. For an unweighted least-squares line through $N$ cells, the intercept is

$$b=\frac{\sum_{i,j}y_i(y_i-y_j)E_j}{N\sum_iy_i^2-(\sum_iy_i)^2}.$$

Adding the terms $(i,j)$ and $(j,i)$ gives $(y_i-y_j)(y_iE_j-y_jE_i)=(y_i-y_j)^2b_{ij}$. The denominator is $\sum_{i<j}(y_i-y_j)^2$. So $b$ is an average of pair intercepts with positive weights, and it too is negative. Within this model every such line, from any set of square cells, ends below the isolated limit. The proof uses the square lattice; for small, strongly elongated cells the intercept can be positive: rectangles of aspect 1:8 with short sides of 15 to 30 Å give $+0.055$ eV.

## Small cells: the constant C

For $L<2\pi r_0=251$ Å every nonzero $G$ satisfies $r_0G>1$, and the summand can be expanded:

$$\frac1{G(1+r_0G)}=\sum_{n=0}^\infty\frac{(-1)^n}{r_0^{n+1}G^{n+2}}.$$

Let $S(s)=\sum_{\mathbf n\ne0}|\mathbf n|^{-s}=4\zeta(s/2)\beta(s/2)$, the standard square-lattice sum, with $\zeta$ the Riemann function and $\beta(s)=1-3^{-s}+5^{-s}-\dots$. The terms $n\ge1$ converge and need no care. The term $n=0$ must be combined with the integral in (1). Multiply both by $k^{-2\delta}$ with small $\delta>0$. This is a smooth cutoff, and the difference of sum and integral does not depend on which smooth cutoff is used once it is removed. With $\zeta(1+\delta)\approx1/\delta+\gamma$ and $\beta(1)=\pi/4$, where $\gamma$ is Euler's constant,

$$\frac1{r_0L^2}\sum_{\mathbf G\neq0}\frac1{G^{2+2\delta}}\approx\frac1{4\pi r_0}\left[\frac1\delta+2\ln\frac L{2\pi}+\gamma+\frac{4\beta'(1)}\pi\right],$$

$$\frac1{2\pi}\int_0^\infty\frac{k^{-2\delta}dk}{1+r_0k}=\frac{r_0^{2\delta-1}}{2\sin2\pi\delta}\approx\frac1{4\pi r_0}\left[\frac1\delta+2\ln r_0\right].$$

The poles cancel. Multiplying the difference by $\pi k_e$ and adding the terms $n\ge1$,

$$E=\frac{k_e}{2r_0}\left[\ln\frac L{r_0}-C+\frac1{2\pi}\sum_{n\ge1}(-1)^nS(n+2)\left(\frac L{2\pi r_0}\right)^n\right],\tag{4}$$

$$C=\ln2\pi-\frac\gamma2-\frac{2\beta'(1)}\pi=2\ln\Gamma(\tfrac14)-\tfrac12\ln\pi-\gamma=1.426 .$$

The second form of $C$ uses the known value of $\beta'(1)$. For $L=15$ Å the logarithm and $C$ give $0.180(-0.981-1.426)=-0.433$ eV. The $n=1$ term, with $S(3)=9.034$, adds $-0.015$ eV. The full value is $-0.448$ eV.

## Large cells: when 1/L takes over

For $L\gg r_0$, expand at small $k$ instead:

$$\frac1{k(1+r_0k)}=\frac1k-r_0+r_0^2k-r_0^3k^2+r_0^4k^3-\dots$$

Each power is treated in real space, where sum minus integral becomes a sum over the images.

- The constant $-r_0$ is a contact term and does not reach the images. The missing $\mathbf G=0$ term leaves $+r_0/L^2$. The $k^2$ term is also a contact term and vanishes at $\mathbf G=0$, so it gives nothing.
- $1/k$ corresponds to $1/(2\pi r)$. Since $k^2$ acts as $-\nabla^2$, and $\nabla^2r^{-n}=n^2r^{-n-2}$ in two dimensions, $k$ corresponds to $-1/(2\pi r^3)$ and $k^3$ to $9/(2\pi r^5)$.

The sum of $1/r$ over the images, less the background, equals $S(1)/L$ with $S(1)$ obtained by analytic continuation. The continuation replaces the divergent sum outside a large block by minus the background integral inside it. Multiplying by $\pi k_e$,

$$E\simeq k_e\left[\frac{S(1)}{2L}+\frac{\pi r_0}{L^2}-\frac{S(3)r_0^2}{2L^3}+\frac{9S(5)r_0^4}{2L^5}-\dots\right],\quad S(1)=-3.900.\tag{5}$$

This series is asymptotic: its best truncation misses $E$ by about 0.03 eV at 100 Å and 0.001 eV at 200 Å. The limiting slope against $1/L$ is $k_eS(1)/2=-28.1$ eV Å. Differentiating $LE$ removes the first term and leaves $I\simeq-\pi k_er_0/L^2$ at leading order, so the tangent error falls as the inverse area of the cell once $L$ is many times $r_0$. Between 200 and 400 Å it falls only by a factor of 3.0, not 4.

At $L=400$ Å the first three terms are $-0.0702+0.0113-0.0016=-0.0605$ eV, in agreement with (3).

## Numbers, and comparison with the estimate

For part (a), equation (3) gives the energies below. The third column is the leading term of (5), which is the result without sheet polarizability.

| $L$ (Å) | $E$ (eV) | unscreened (eV) | $I$ (eV) |
|---:|---:|---:|---:|
| 15 | −0.448 | −1.872 | −0.282 |
| 20 | −0.401 | −1.404 | −0.240 |
| 30 | −0.337 | −0.936 | −0.184 |
| 60 | −0.237 | −0.468 | −0.104 |
| 100 | −0.174 | −0.281 | −0.061 |
| 200 | −0.107 | −0.140 | −0.025 |
| 400 | −0.060 | −0.070 | −0.008 |

Evaluating definition (1) by reciprocal sums with Gaussian charges of width $L/60$ and $L/120$, extrapolated in $s^2$ to zero width, at 15, 60 and 200 Å, reproduces (3) to about $10^{-8}$ eV.

For part (b), the least-squares line through the four smallest cells ends at $-0.232$ eV instead of zero. An isolated-defect energy obtained this way would be too low by that amount. The line looks respectable: its largest residual is 0.005 eV, while the energies span 0.111 eV. Adding a $1/L^3$ term reduces the largest residual to 0.0007 eV but moves the limit only to $-0.181$ eV; adding instead the $1/L^2$ term that comes next in (5) brings the residual below 0.0005 eV and the limit only to $-0.158$ eV. A small residual therefore does not certify the limit here.

The scaling estimate gave a slope of $-3.7$ eV Å; the line through 15 and 30 Å has $(-0.4482+0.3372)\times30=-3.3$ eV Å. With $C=1.426$ the estimated intercept becomes $-0.184$ eV, against $2(-0.3372)+0.4482=-0.226$ eV from the exact energies. The $n=1$ term of (4) is linear in $L$ and shifts this intercept by $3\times(-0.0154)=-0.046$ eV; the remaining terms return about 0.004 eV. Scaling thus identified the mechanism and the size, and the constant $C$ fixed the sign.

The slope gives the warning that the residual does not. The fitted slope is $-3.29$ eV Å, smaller in magnitude than the asymptotic one by a factor of 8.5. As a control, reducing $r_0$ to 0.01 Å with the same four cells brings the intercept to $-0.001$ eV. The failure comes from the ratio of cell size to screening length, not from the cell sizes alone, and it does not grow steadily with $r_0$: for the same four cells the intercept is $-0.092$ eV at $r_0=1$ Å, reaches its worst value of $-0.30$ eV near $r_0=12$ Å, and is $-0.061$ eV at $r_0=400$ Å.

For part (c), a fit to 200, 300 and 400 Å still ends at $-0.015$ eV, with a slope of $-18.3$ eV Å. The tangent error falls to 10 meV at $L=358$ Å (35.8 nm) for $r_0=40$ Å; the same threshold lies at 197 Å for $r_0=10$ Å and at 497 Å for $r_0=100$ Å. Since a fitted intercept is an average of $I$ over the cells used, an error below 10 meV is assured when the smallest cell is this large: cells of 358, 450 and 550 Å end at $-0.007$ eV, whereas cells of 200, 280 and 358 Å end at $-0.016$ eV. The slope converges more slowly than the intercept: the fit to 358, 450 and 550 Å has $-21.3$ eV Å, still 24% short of the asymptotic value, so the slope flags gross failure but is not a measure of the remaining error. Within the model, the remedy for small cells is to subtract $E(L)$ from (3) from each periodic energy before comparing cells.

## How far the model carries over

The value $r_0=40$ Å is roughly that of a free-standing MoS$_2$ monolayer, whose thickness is roughly 6 Å. At $L=15$ Å the smallest $G$ times this thickness is 2.5, so a sheet of zero thickness is not obviously adequate. Giving the charge a Gaussian width of 1 Å shifts $E$ at 15 Å by $+0.004$ eV. Replacing the sheet by a dielectric slab 6 Å thick whose midplane potential has the same small-$k$ slope $r_0$ (permittivity 13.4), with this broadened charge and the background in its midplane, shifts it by a further $-0.0165$ eV. With both changes the four-cell intercept is $-0.226$ eV. The shift depends on how the slab is matched: equating the in-plane polarization instead, $r_0=d(\varepsilon-1)/2$ with $d=6$ Å and permittivity 14.3, gives $+0.003$ eV and an intercept of $-0.220$ eV. The conclusion survives either way. Up to about 3 Å the width correction grows as the square of the width: a 3 Å Gaussian, closer to the extent of the defect state assumed below, shifts $E$ at 15 Å by $+0.038$ eV and the zero-thickness intercept to $-0.255$ eV, so subtracting the point-charge $E(L)$ leaves an error of a few hundredths of an electronvolt in the smallest cells. The density $K_0(\kappa_dr)^2$ of a two-dimensional bound state with the decay constant below corresponds to a width of about 2.3 Å and gives $+0.021$ eV. MoS$_2$ supercells are hexagonal, for which (3) must be redone; hexagonal cells of side 15 to 30 Å give an intercept of $-0.243$ eV for the zero-thickness sheet. A 10% larger $r_0$ shifts $E$ at 15 Å by $+0.026$ eV.

Overlap of neighbouring defect states is not electrostatic and is absent from (3). For an assumed depth $D=0.5$ eV and a mass of 0.5 electron masses, the decay constant is $\kappa_d=0.256$ Å$^{-1}$, and the rough scale $4De^{-\kappa_dL}$ is 0.04 eV at 15 Å. This is the scale of the defect-band dispersion: it appears in full at the zone centre or corner and largely cancels at the point $(\pi/2L,\pi/2L)$ or when a filled band is averaged over the zone. Subtracting $E(L)$ cannot remove it. Elastic interaction between defects and screening by free carriers are also left out and have not been sized.

How much truncation normal to the sheet matters depends on where the background sits. If sheets instead repeat every 20 Å, with the background still in the sheets, $E$ at 15 Å is unchanged to the digits given, but at 400 Å it shifts by $+0.103$ eV, more than the magnitude of $E$ itself. Enlarging the cell only in the plane then does not approach the isolated sheet. If the background instead fills the whole cell of height $h$, as in an ordinary three-dimensional periodic calculation, the components with zero in-plane wavevector no longer cancel and add $\pi k_eh/(6L^2)$. For a sheet of zero thickness and $h=20$ Å this is $+0.67$ eV at 15 Å, larger than $|E|$ and of opposite sign. A layer of thickness $d$ screens the part of this field inside it, which multiplies the term by $(1-d/h)^3+[1-(1-d/h)^3]/\varepsilon$ with $\varepsilon$ the out-of-plane permittivity; for the 6 Å slab it is $+0.26$ eV with $\varepsilon=13.4$ and $+0.30$ eV with a lower out-of-plane value $\varepsilon=6$, both smaller than $|E|$. If the interaction is truncated at $h/2$ but the background still fills the cell, the zero-thickness term is $\pi k_eh/(4L^2)$, or $+1.0$ eV. With a cell-filling background, and with stacked sheets in wide cells, (3) alone does not correct the calculation.

A substrate or a covering layer breaks the free-standing assumption. Between thick dielectrics of mean permittivity $\kappa$, the bare potential is divided by $\kappa$, and the denominator of $W$ becomes $k(\kappa+r_0k)$. This amounts to replacing $k_e$ by $k_e/\kappa$ and $r_0$ by $r_0/\kappa$. Their ratio is unchanged, so the scaling form gives $E_\kappa(L)=E(\kappa L)$. For $\kappa=2$ the 15 Å cell has the energy of the free-standing 30 Å cell, $-0.337$ eV. The line through 15 and 30 Å then ends at $2(-0.2373)+0.3372=-0.137$ eV instead of $-0.226$ eV. These numbers assume dielectrics in contact with the sheet. A gap weakens the screening: a single substrate of permittivity 3 ($\kappa=2$) at 3 Å from the sheet gives $E=-0.369$ eV at 15 Å and an intercept of $-0.151$ eV. Thick dielectric surroundings reduce the error but do not remove it.

## Computed results

```
ke = e^2/(4 pi eps0): 14.3996 eV angstrom
screening length r0: 40.0 angstrom; 2 pi r0: 251.3 angstrom
lattice sums S(1), S(3), S(5): -3.90026, 9.03362, 5.09026
constant added to ln(L/r0) in small cells: -1.42646
energy scale ke/(2 r0): 0.1800 eV
L (angstrom) | E (eV) | unscreened E (eV) | tangent intercept (eV)
   15 | -0.4482 | -1.8721 | -0.2825
   20 | -0.4011 | -1.4041 | -0.2397
   25 | -0.3655 | -1.1232 | -0.2082
   30 | -0.3372 | -0.9360 | -0.1838
   40 | -0.2941 | -0.7020 | -0.1480
   60 | -0.2373 | -0.4680 | -0.1041
  100 | -0.1742 | -0.2808 | -0.0610
  150 | -0.1320 | -0.1872 | -0.0369
  200 | -0.1065 | -0.1404 | -0.0248
  300 | -0.0771 | -0.0936 | -0.0134
  400 | -0.0605 | -0.0702 | -0.0083
three-term large-cell series at 400 angstrom: -0.0605 eV
fit 15-30 angstrom, intercept: -0.2317 eV
fit 15-30 angstrom, slope: -3.289 eV angstrom
fit 15-30 angstrom, largest residual: 0.0049 eV
true asymptotic slope ke S(1)/2: -28.081 eV angstrom
true slope / small-cell slope: 8.54
fit 15-30 with added 1/L^3, intercept: -0.1807 eV
fit 15-30 with added 1/L^3, largest residual: 0.00069 eV
fit 200-400 angstrom, intercept: -0.0152 eV
fit 200-400 angstrom, slope: -18.323 eV angstrom
fit 200-400 angstrom, largest residual: 0.00082 eV
control r0 = 0.01 angstrom, fit 15-30, intercept: -0.0011 eV
cell with tangent intercept -0.010 eV: 358 angstrom
largest gap to reciprocal-space definition: 1.0e-08 eV
largest gap to real-space sum: 2.2e-07 eV
slab thickness: 6.0 angstrom; slab permittivity: 13.41
charge width: 1.0 angstrom; vertical period: 20.0 angstrom
shift at 15 angstrom from charge width: 0.0041 eV
further shift at 15 angstrom from slab thickness: -0.0165 eV
slab with wide charge, fit 15-30, intercept: -0.2256 eV
shift at 15 angstrom from r0 + 10%: 0.0263 eV
shift from vertical copies at 15 angstrom: 0.00000 eV
shift from vertical copies at 400 angstrom: 0.1027 eV
assumed defect depth: 0.5 eV; mass: 0.5 electron masses
defect-state decay constant: 0.256 per angstrom
rough overlap energy scale at 15 angstrom: 0.043 eV
```
